# Conductivity of a thin square wire with diffuse walls: a program that tests the result

```python
"""Thin-wire limit of a square wire with fully diffuse walls.

Result under test, for k = a/lambda -> 0:
    sigma/sigma0 = C*k + (3/(2 pi))*k^2*(ln(k/2) + gamma + <ln r>) + O(k^3),
    C = (1 - sqrt(2) + 3 ln(1 + sqrt(2)))/2.
a: side; lambda: bulk mean free path; sigma0: bulk conductivity;
gamma: Euler constant; r: distance of two random points in a unit square.
theta: angle to the wire axis; phi: azimuth in the cross-section.
alpha: grain-boundary strength; p: specular fraction of wall reflections.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def gauss(count):
    """Gauss-Legendre nodes and weights on (0, 1)."""
    x, w = np.polynomial.legendre.leggauss(count)
    return (x + 1) / 2, w / 2


def wire_conductivity(k, alpha=0.0):
    """Relative conductivity, diffuse walls, by quadrature over point pairs."""
    u, wu = gauss(20)
    v, wv = gauss(40)
    t, wt = gauss(200)
    phi = (np.pi / 4 * u)[:, None]
    r = v[None, :] ** 2 / np.cos(phi)
    w_r = 2 * v * wv / np.cos(phi)
    theta = np.pi / 2 * t ** 3
    w_theta = 1.5 * np.pi * t ** 2 * wt
    rate = (1 + alpha / np.cos(theta)) / np.sin(theta)
    kernel = 2 * np.exp(-k * r[:, :, None] * rate) @ (np.cos(theta) ** 2 * w_theta)
    density = (1 - r * np.cos(phi)) * (1 - r * np.sin(phi))
    integral = np.sum((np.pi / 4 * wu)[:, None] * w_r * density * kernel)
    return 3 * k / (4 * np.pi) * 8 * integral


def mesh_conductivity(k, alpha=0.0, p=0.0, cells=60, sweeps=1):
    """Relative conductivity from the Boltzmann equation on a mesh.

    Mirror symmetry makes specular return equal to re-entry at the opposite
    wall, so the incoming value is p times the value leaving opposite.
    """
    t, wt = gauss(24)
    u, wu = gauss(12)
    theta, phi = [z.ravel() for z in np.meshgrid(np.pi / 2 * t ** 2, np.pi / 4 * u)]
    w_theta, w_phi = [z.ravel() for z in np.meshgrid(np.pi * t * wt, np.pi / 4 * wu)]
    weight = 12 / np.pi * np.cos(theta) ** 2 * np.sin(theta) * w_theta * w_phi
    flow_x = 2 * cells * np.sin(theta) * np.cos(phi) / k
    flow_y = 2 * cells * np.sin(theta) * np.sin(phi) / k
    denominator = 1 + alpha / np.cos(theta) + flow_x + flow_y
    side_x = np.zeros((cells, theta.size))
    side_y = np.zeros((cells, theta.size))
    total = np.zeros(theta.size)
    for _ in range(sweeps):
        side_x *= p
        side_y *= p
        total[:] = 0
        for i in range(cells):
            lower = side_y[i].copy()
            for j in range(cells):
                g = (1 + flow_x * side_x[j] + flow_y * lower) / denominator
                side_x[j] = 2 * g - side_x[j]
                lower = 2 * g - lower
                total += g
            side_y[i] = lower
    return float(weight @ total) / cells ** 2


# Closed forms
root2 = np.sqrt(2)
C = (1 - root2 + 3 * np.log(1 + root2)) / 2
mean_inverse = 4 * np.log(1 + root2) - 4 * (root2 - 1) / 3
mean_log = np.pi / 3 + np.log(2) / 3 - 25 / 12


def second_term(k):
    return 3 / (2 * np.pi) * k ** 2 * (np.log(k / 2) + np.euler_gamma + mean_log)


# Geometric averages by explicit tracing of rays to the walls
grid = (np.arange(80) + 0.5) / 80
angle = (np.arange(160) + 0.5) / 160 * np.pi / 2
ray = np.minimum(grid[:, None, None] / np.cos(angle),
                 grid[None, :, None] / np.sin(angle))
ray_mean = 2 * np.pi * np.mean(ray)
ray_square = 2 * np.pi * np.mean(ray ** 2)
ray_log = 2 * np.pi * np.mean(ray ** 2 * np.log(ray))
assert abs(ray_mean - mean_inverse) < 1e-3
assert abs(ray_square - 2) < 1e-3
assert abs(ray_log - (1 + 2 * mean_log)) < 1e-3
assert abs(3 / 8 * ray_mean - C) < 1e-3

# Circular wire of unit radius: limit must be diameter/lambda
radius = ((np.arange(800) + 0.5) / 800)[:, None]
turn = ((np.arange(800) + 0.5) / 800 * 2 * np.pi)[None, :]
disc_ray = -radius * np.cos(turn) + np.sqrt(1 - (radius * np.sin(turn)) ** 2)
disc_slope = 3 / 8 * 2 * np.pi * np.mean(2 * radius * disc_ray)
assert abs(disc_slope - 2) < 1e-3
square_to_disc = C / (2 / np.sqrt(np.pi))

# Small-x expansion of the polar integral
for x in (0.1, 0.02):
    polar = 2 * quad(lambda q: np.cos(q) ** 2 * np.sin(q) * -np.expm1(-x / np.sin(q)),
                     0, np.pi / 2, points=[x, 5 * x], epsabs=1e-12, limit=200)[0]
    series = np.pi * x / 2 + x ** 2 * (np.log(x / 2) + np.euler_gamma - 0.5)
    assert abs(polar - series) < x ** 3

# Path formula against the mesh solution (tolerance set by the mesh error)
mesh_pairs = []
for k, alpha in ((0.5, 0.0), (1 / 30, 0.0), (0.5, 2.0)):
    path_value = wire_conductivity(k, alpha)
    mesh_value = mesh_conductivity(k, alpha)
    mesh_pairs.append((k, alpha, path_value, mesh_value))
    assert abs(mesh_value / path_value - 1) < 5e-3
# Perfectly specular walls must give back the bulk conductivity
assert abs(mesh_conductivity(5.0, p=1.0, cells=20, sweeps=30) - 1) < 1e-4

# Both asymptotic terms against the full path formula
table = []
for k in (0.1, 0.03, 0.01):
    full = wire_conductivity(k)
    assert abs(full - C * k - second_term(k)) < 0.5 * k ** 3
    table.append((k, C * k, C * k + second_term(k), full))
k_ten = brentq(lambda k: C * k / wire_conductivity(k) - 1.1, 0.005, 0.5)

# Worked example: rough copper-like parameters
side = 10.0
electron_density = 85.0
paths = {300: 40.0, 77: 300.0}
k_fermi = (3 * np.pi ** 2 * electron_density) ** (1 / 3)
rho_lambda = 3 * np.pi ** 2 * const.hbar / (const.e ** 2 * (k_fermi * 1e9) ** 2) * 1e17
rho_limit = rho_lambda / (C * side)

print("C, thin-wire coefficient (no unit): %.6f" % C)
print("mean 1/r in unit square, closed form: %.6f" % mean_inverse)
print("same from ray tracing: %.5f" % ray_mean)
print("mean ln r in unit square: %.6f" % mean_log)
print("square/equal-area circle, limiting conductivity: %.4f" % square_to_disc)
for k, alpha, path_value, mesh_value in mesh_pairs:
    print("k=%.4f alpha=%.1f: path formula %.5f, mesh %.5f"
          % (k, alpha, path_value, mesh_value))
for k, first, two, full in table:
    print("k=%.2f: limit %.6f, two terms %.6f, full %.6f, limit/full %.4f"
          % (k, first, two, full, first / full))
print("k where limit is 10 percent too high: %.4f" % k_ten)
print("side a: %.1f nm" % side)
print("electron density: %.1f nm^-3" % electron_density)
print("Fermi wavenumber: %.3f nm^-1" % k_fermi)
print("rho0*lambda: %.2f microohm cm nm" % rho_lambda)
print("limiting wire resistivity: %.3f microohm cm" % rho_limit)
print("limiting resistance per length: %.1f ohm/micrometre"
      % (rho_limit / side ** 2 * 1e4))

wire_rho = {}
bulk_rho = {}
for temperature, path in paths.items():
    k = side / path
    relative = wire_conductivity(k)
    bulk_rho[temperature] = rho_lambda / path
    wire_rho[temperature] = bulk_rho[temperature] / relative
    print("%d K: lambda %.0f nm, k %.4f, bulk rho %.4f microohm cm"
          % (temperature, path, k, bulk_rho[temperature]))
    print("%d K: relative conductivity, limit %.5f, full %.5f"
          % (temperature, C * k, relative))
    print("%d K: full wire rho %.3f microohm cm, limit/full conductivity %.4f"
          % (temperature, wire_rho[temperature], C * k / relative))
bulk_gain = bulk_rho[300] / bulk_rho[77]
wire_gain = wire_rho[300] / wire_rho[77]
assert wire_gain < bulk_gain
print("resistivity ratio 300 K/77 K: bulk %.3f, wire %.3f" % (bulk_gain, wire_gain))

# Neglected effects at 77 K
path = paths[77]
k = side / path
grain_spacing, grain_reflection = 10.0, 0.3
alpha = path * grain_reflection / (grain_spacing * (1 - grain_reflection))
rho_grain = bulk_rho[77] / wire_conductivity(k, alpha)
print("grains: spacing %.1f nm, reflection %.2f, alpha %.3f"
      % (grain_spacing, grain_reflection, alpha))
print("77 K rho with grains and walls: %.3f microohm cm, factor %.3f"
      % (rho_grain, rho_grain / wire_rho[77]))

specular = 0.2
specular_gain = mesh_conductivity(k, p=specular, sweeps=14) / mesh_pairs[1][3]
print("specular fraction %.2f: 77 K conductivity factor %.3f"
      % (specular, specular_gain))

liner = 1.0
core = side - 2 * liner
rho_core = bulk_rho[77] / wire_conductivity(core / path)
liner_factor = (rho_core / core ** 2) / (wire_rho[77] / side ** 2)
print("liner %.1f nm per side, core %.1f nm: 77 K resistance factor %.3f"
      % (liner, core, liner_factor))

modes = np.arange(1, int(k_fermi * side / np.pi) + 2)
mode_count = int(np.sum(modes[:, None] ** 2 + modes[None, :] ** 2
                        < (k_fermi * side / np.pi) ** 2))
classical_count = k_fermi ** 2 * side ** 2 / (4 * np.pi)
print("transverse modes per spin: counted %d, classical %.1f, ratio %.4f"
      % (mode_count, classical_count, mode_count / classical_count))
print("finished without a failed check")
```

It prints:

```
C, thin-wire coefficient (no unit): 1.114954
mean 1/r in unit square, closed form: 2.973210
same from ray tracing: 2.97352
mean ln r in unit square: -0.805087
square/equal-area circle, limiting conductivity: 0.9881
k=0.5000 alpha=0.0: path formula 0.34328, mesh 0.34327
k=0.0333 alpha=0.0: path formula 0.03486, mesh 0.03486
k=0.5000 alpha=2.0: path formula 0.18703, mesh 0.18703
k=0.10: limit 0.111495, two terms 0.096104, full 0.095915, limit/full 1.1624
k=0.03: limit 0.033449, two terms 0.031546, full 0.031541, limit/full 1.0605
k=0.01: limit 0.011150, two terms 0.010886, full 0.010885, limit/full 1.0243
k where limit is 10 percent too high: 0.0553
side a: 10.0 nm
electron density: 85.0 nm^-3
Fermi wavenumber: 13.602 nm^-1
rho0*lambda: 65.74 microohm cm nm
limiting wire resistivity: 5.896 microohm cm
limiting resistance per length: 589.6 ohm/micrometre
300 K: lambda 40 nm, k 0.2500, bulk rho 1.6436 microohm cm
300 K: relative conductivity, limit 0.27874, full 0.20705
300 K: full wire rho 7.938 microohm cm, limit/full conductivity 1.3463
77 K: lambda 300 nm, k 0.0333, bulk rho 0.2191 microohm cm
77 K: relative conductivity, limit 0.03717, full 0.03486
77 K: full wire rho 6.285 microohm cm, limit/full conductivity 1.0660
resistivity ratio 300 K/77 K: bulk 7.500, wire 1.263
grains: spacing 10.0 nm, reflection 0.30, alpha 12.857
77 K rho with grains and walls: 9.867 microohm cm, factor 1.570
specular fraction 0.20: 77 K conductivity factor 1.346
liner 1.0 nm per side, core 8.0 nm: 77 K resistance factor 1.933
transverse modes per spin: counted 1432, classical 1472.4, ratio 0.9726
finished without a failed check
```
